# Threshold for loop emission from a step pinned by two screw dislocations

**Question**

I am stuck on an exercise about spiral growth. Two screw dislocations of opposite sign emerge on a crystal surface 100 nm apart, and a surface step runs from one to the other. The step has line tension 0.3 eV/nm, and each atom occupies 0.1 nm² in the layer. I have to show that the pair emits loops continuously only if the driving force exceeds 0.6 meV per atom.

I know that a curved step is in equilibrium at a certain radius, and for 0.3 meV I get 100 nm. But that only tells me that the step bends. Why can't it bend more sharply when I push harder, and stay put at any driving force? And does "continuously" mean that no loop at all can appear below the threshold?

**Answer**

The step does bend more sharply when you push harder. What limits it is the pull available at its two ends, and a force balance on the whole step shows this before you know its shape.

**The forces**

Let $L$ be the separation, $\beta$ the step free energy per length and $\Omega$ the area per atom. Let $\Delta\mu>0$ be the free energy gained per atom added, measured at the step. I take $\beta$ independent of direction, treat the ends as fixed points and leave out the dislocations' strain for now.

If a piece of step of length $ds$ advances by $dn$, it adds $ds\,dn/\Omega$ atoms and gains $\Delta\mu\,ds\,dn/\Omega$. The driving force per length is therefore

$$f=\frac{\Delta\mu}{\Omega},$$

and it acts along the step normal. Lengthening the step costs $\beta$ per length, so each piece is also pulled at its ends with force $\beta$ along the tangent.

Put the dislocations at $(-L/2,0)$ and $(L/2,0)$. Follow the step from left to right with unit tangent $\mathbf t=(\cos\theta,\sin\theta)$. The normal $\mathbf n=(-\sin\theta,\cos\theta)$ points in the growth direction. The pulls on a piece $ds$ add up to $\beta\,\mathbf t(s+ds)-\beta\,\mathbf t(s)$, so equilibrium requires

$$\beta\frac{d\mathbf t}{ds}+f\,\mathbf n=0 .$$

**Why there is a threshold**

Integrate this along the whole step. Since $\mathbf t\,ds=(dx,dy)$, we have $\mathbf n\,ds=(-dy,dx)$. Both ends lie at $y=0$, so $\int\mathbf n\,ds=(0,L)$ for every shape. The $y$ component of the balance is

$$fL=\beta\left(\sin\theta_{\rm left}-\sin\theta_{\rm right}\right)\le 2\beta .$$

The total push $fL$ is fixed by the separation, while each end can hold back at most $\beta$. Equality needs $\theta_{\rm left}=90^\circ$ and $\theta_{\rm right}=-90^\circ$: the step leaves both dislocations at right angles to the line joining them. With $f=\Delta\mu/\Omega$, equilibrium requires

$$\Delta\mu\le\Delta\mu_c=\frac{2\beta\Omega}{L}.$$

For your numbers,

$$\Delta\mu_c=\frac{2\,(0.3\ \text{eV/nm})(0.1\ \text{nm}^2)}{100\ \text{nm}}=6\times10^{-4}\ \text{eV}=0.6\ \text{meV},$$

or $2.2\times10^{-5}$ hartree per atom.

**Where your radius fits in**

Because $d\mathbf t/ds=(d\theta/ds)\,\mathbf n$, the local balance gives $d\theta/ds=-f/\beta$. The curvature is constant and the step is a circular arc of radius

$$R=\frac{\beta}{f}=\frac{\beta\Omega}{\Delta\mu}.$$

An arc of half-angle $\alpha$ has chord $2R\sin\alpha$. Setting this equal to $L$ gives

$$\sin\alpha=\frac{L}{2R}=\frac{\Delta\mu}{\Delta\mu_c}\equiv x .$$

For $x<1$ there are two solutions: a minor arc with half-angle $\alpha<90^\circ$ and a major arc with half-angle $\pi-\alpha$. They merge into the semicircle $R=L/2=50$ nm at $x=1$. Pushing harder shrinks $R$, and a circle of diameter less than $L$ cannot pass through both dislocations.

Your 100 nm radius at 0.3 meV belongs to a minor arc with $\alpha=30^\circ$. Its height is $R(1-\cos\alpha)=13.4$ nm.

**Which arc is stable?**

Displace an arc outward by a small $u(\varphi)$, where $\varphi$ is the angle about its centre and $u=0$ at both ends. To second order, with a prime for $d/d\varphi$, the changes in length and swept area are

$$\delta\ell=\int\left(u+\frac{u'^2}{2R}\right)d\varphi,\qquad
\delta A=\int\left(Ru+\frac{u^2}{2}\right)d\varphi .$$

The energy is $F=\beta\ell-fA$ with $f=\beta/R$. The terms linear in $u$ cancel, leaving

$$\delta F=\frac{\beta}{2R}\int\left(u'^2-u^2\right)d\varphi .$$

An arc of half-angle $a$ spans the angle $2a$, so its modes are $\sin(n\pi\varphi/2a)$, with $\varphi$ counted from one end. Their energies have the sign of $(n\pi/2a)^2-1$. For the minor arc, $2a<\pi$ and all are positive, so it is a stable minimum. For the major arc, $\pi<2a<2\pi$: the $n=1$ mode is negative and the others are positive. The major arc is a saddle, the top of the pass between a held step and a released one. At $x=1$ the $n=1$ energy is zero, and the minimum disappears.

**What happens above the threshold**

Absence of equilibrium is not yet emission of loops, so a law of motion is needed. Take the normal velocity as $v=M(f-\beta\kappa)$, where $M$ is a constant mobility and $\kappa$ is the curvature, positive where the step bulges forward. This assumes that the same $\Delta\mu$ acts all along the step. Repeating the force sum gives

$$\int v\,n_y\,ds=M\left[fL-\beta(\sin\theta_{\rm left}-\sin\theta_{\rm right})\right]\ge M(fL-2\beta).$$

Above threshold the right side is positive, so the step cannot come to rest.

I integrated this motion numerically from a straight step. At $x=0.9$ it stopped at a height of 31.0 nm, against 31.3 nm from the arc formula; the small gap is discretisation error of the coarse mesh. At $x=1.1$ it passed the semicircle, and its two arms wound round the dislocations and met behind them.

Where the arms meet, the terraces outside them have the same height, because the Burgers vectors of the pair cancel. The touching pieces annihilate. This frees a closed outer loop and leaves a new step joining the dislocations. In the calculation I removed the outer loop at contact and kept the inner step, which then produced a second loop, where I stopped the run. Each loop spreads and adds one layer.

**Can a loop appear below the threshold?**

Yes, with the help of a thermal fluctuation. "Continuously" has to be read as "without an energy barrier".

An arc of half-angle $a$ has length $2Ra$ and sweeps the area $R^2(a-\sin a\cos a)$, so

$$F(a)=2\beta Ra-\frac{\beta}{R}R^2(a-\sin a\cos a)=\beta R\left(a+\tfrac12\sin2a\right).$$

The barrier is the energy of the major arc minus that of the minor one. Since $\sin2(\pi-\alpha)=-\sin2\alpha$,

$$\Delta F=F(\pi-\alpha)-F(\alpha)=\beta R\,(\pi-2\alpha-\sin2\alpha).$$

No detour is cheaper. On the way to a free loop that keeps growing, the total swept area must pass through that of the major arc. Close any step of that area with the remaining arc of the major arc's circle: the figure encloses the circle's area, so its perimeter is at least the circle's. The step is therefore at least as long as the major arc. If a loop has already split off, the same bound holds for the total length, because two separate figures need more perimeter than one circle of the same total area.

Two limits help to read the formula:

- For $x\to0$, $\alpha\to0$ and $\Delta F\to\pi\beta R$. A free circular island of radius $R$ costs $2\pi R\beta-f\pi R^2=\pi\beta R$, so the two barriers agree at leading order. The next term, $-4\alpha\beta R\approx-2\beta L$, still favours the source: for your numbers it lowers the barrier by about 60 eV in this limit. The exact lowering is 57 eV at 0.30 meV and 48 eV at 0.59 meV.
- Near threshold, put $\alpha=\pi/2-\delta$. The bracket becomes $2\delta-\sin2\delta\approx(2\delta)^3/6=4\delta^3/3$. From $x=\cos\delta\approx1-\delta^2/2$ we get $\delta=\sqrt{2(1-x)}$. With $R\approx L/2$,

$$\Delta F\approx\frac{\beta L}{2}\cdot\frac43\,[2(1-x)]^{3/2}=\frac{4\sqrt2}{3}\,\beta L\,(1-x)^{3/2}.$$

At 1000 K, where $kT=86.2$ meV, the full formula gives:

| $\Delta\mu$ (meV) | $R$ (nm) | height (nm) | $\Delta F$ (eV) |
|---|---|---|---|
| 0.30 | 100.0 | 13.4 | 36.9 |
| 0.50 | 60.0 | 26.8 | 4.50 |
| 0.59 | 50.8 | 41.6 | 0.12 |

At 0.50 meV the barrier is about $52\,kT$, and thermal release is strongly suppressed. At 0.59 meV it is only about $1.4\,kT$. The barrier equals $20\,kT$ at 9.2% below threshold and $kT$ at 1.3% below. The threshold is thus rounded over several per cent at this temperature. An actual emission rate would also need an attempt frequency, which this energy calculation does not supply.

**If the step energy depends on direction**

Let $\beta$ depend on the normal's angle $\varphi=\theta+90^\circ$ from the line joining the dislocations. Turning a piece of step now changes its energy too, so the force along the step gains a sideways part:

$$\mathbf T=\beta\,\mathbf t+\beta'\mathbf n,\qquad
\frac{d\mathbf T}{d\theta}=(\beta+\beta'')\,\mathbf n .$$

Here primes mean $d/d\varphi$. The second relation follows from $d\mathbf t/d\theta=\mathbf n$ and $d\mathbf n/d\theta=-\mathbf t$. Local equilibrium becomes $(\beta+\beta'')\,d\theta/ds=-f$, so the stiffness $\beta+\beta''$ sets the shape.

The total balance is $fL=T_y^{\rm left}-T_y^{\rm right}$. Because $dT_y/d\theta=(\beta+\beta'')\cos\theta$, a positive stiffness puts the extremes of $T_y$ at $\theta=\pm90^\circ$, where their sizes are $\beta(180^\circ)$ and $\beta(0)$. For $\beta=\beta_0(1+\varepsilon\cos6\varphi)$ this gives

$$\Delta\mu_c=\frac{2\beta_0(1+\varepsilon)\Omega}{L}.$$

The limit is reached, since $\beta'=0$ at both ends and the $x$ forces balance as well. With $\varepsilon=2\%$ the stiffness varies from $0.30\beta_0$ to $1.70\beta_0$. Numerical integration of the curvature equation nevertheless gave a threshold shift of 2.00%, as the formula says. For $\varepsilon=0$ the same integration gave 0.6000 meV. The shift depends on how the pair lies in the lattice. Turned by $30^\circ$ it is $-2.00\%$. Turned by $15^\circ$, $\beta'\neq0$ at the ends, the bound is not reached, and the shift is $-0.63\%$.

**What the dislocation strain does**

New material near a dislocation stores elastic energy, which opposes growth. In a bulk crystal, a screw dislocation with Burgers vector $b$ has shear stress $Gb/(2\pi r)$, where $G$ is the shear modulus. The energy density is the stress squared over $2G$. For an opposite pair the two stress fields add as vectors to the magnitude $GbL/(2\pi r_1r_2)$, with $r_1,r_2$ the distances to the dislocations. A layer of height $h$ then feels an opposing force per length

$$e=\frac{\beta l L^2}{r_1^2r_2^2},\qquad l=\frac{Gb^2h}{8\pi^2\beta}.$$

To first order we may evaluate it on the threshold semicircle, because the end pull is already at its maximum there. With $\varphi$ measured from the line of dislocations, $r_1r_2=4R^2\sin(\varphi/2)\cos(\varphi/2)=2R^2\sin\varphi$. As $L=2R$, $e=\beta l/(R^2\sin^2\varphi)$. Its total $y$ component, cut off at a distance $a\ll R$ from each core, is

$$\int e\sin\varphi\,R\,d\varphi=\frac{\beta l}{R}\int_{a/R}^{\pi-a/R}\frac{d\varphi}{\sin\varphi}\approx\frac{2\beta l}{R}\ln\frac{2R}{a}.$$

The driving force must overcome this in addition to $2\beta$, so the threshold rises by the fraction $(l/R)\ln(L/a)$.

As a test I used weak strain, $l=0.05$ nm and $a=2$ nm, with each $r_i^2$ replaced by $r_i^2+a^2$ to smooth the cores. This leaves the leading logarithm unchanged. The curvature equation gave a rise of 0.393%, the formula 0.391%.

**How this compares with a real film**

Your area and spacing are in the rough range of gallium nitride grown on its hexagonal basal plane near 1000 K, with a Ga–N pair counted as one "atom". The site area there is about 0.09 nm². The line tension is much less certain, since it depends on how the surface is terminated, and the threshold scales directly with it. Your 0.3 eV/nm may well be low for this material. A facet energy of 1.5 J/m² times the layer height gives about 2.4 eV/nm, and a broken-bond count gives about 3.5 eV/nm. With 2.4 eV/nm the simple formula gives 4.8 meV, and the strain correction below is only about 3%, which raises it to about 4.9 meV. The estimates that follow keep 0.3 eV/nm. A spacing of 100 nm corresponds to a high density of dislocations with a screw component (pure edge dislocations end no steps), about $10^{10}$ cm⁻²; cleaner films have wider spacings and lower thresholds. With rough values $G=100$ GPa, $b=0.52$ nm and $h=0.26$ nm, $l=1.85$ nm. Taking $a=l$, the distance below which strain outweighs line tension, gives

$$\frac{1.85}{50}\ln\frac{100}{1.85}\approx15\%,$$

or a threshold near 0.7 meV. This is a size estimate. Solving the curvature equation at $l=a=1.85$ nm gives 17% instead of 15%, and the figure depends on the cutoff: 20% for $a=1$ nm and 15% for $a=3$ nm. Moreover, the bulk shear used above vanishes at a free surface and is replaced by an in-plane shear of the same size near each core. For the pair, in isotropic elasticity, this doubles the energy density at the top of the semicircle and raises the figure to about 21%, or 0.73 meV. Such a Burgers vector also ends two one-layer steps. If they move together, push and tension both double and the threshold stays the same, apart from the steps' mutual repulsion.

In terms of growth conditions, let $\sigma$ be the fractional excess of the reactants' activity product over its equilibrium value. Then $\Delta\mu=kT\ln(1+\sigma)$, and 0.6 meV at 1000 K means $\sigma=e^{0.6/86.2}-1=0.70\%$. It is a small demand, but it applies at the step, where slow surface diffusion can make the driving force lower than in the vapour.

For a stronger drive of 10 meV, the simple formula makes pairs active down to $L=2\beta\Omega/\Delta\mu=6.0$ nm. That figure is too small: $l$ is then more than half of $R=3$ nm, and strain is no longer a small correction. With the bulk strain term and $l=a=1.85$ nm, the curvature equation gives thresholds of 19 meV at 6 nm, 11.5 meV at 10 nm and 9.3 meV at 12 nm, so the limit is near 11 nm for this choice. It is no sharper than that: the surface strain field moves it to about 12 nm, and with the bulk term a cutoff of 1 nm puts it between 12 and 14 nm, while a cutoff of 3 nm puts it below 10 nm.

## Computed results

```
Step free energy per length: 0.30 eV/nm
Area per atom: 0.10 nm^2
Dislocation separation: 100 nm
Temperature: 1000 K, kT = 86.2 meV
Threshold from formula: 0.6000 meV per atom
Threshold from curvature equation: 0.6000 meV per atom
Threshold in atomic units: 2.205e-05 hartree per atom
Driving force per length at threshold: 0.0060 eV/nm^2
Arc radius at threshold: 50.0 nm
Supersaturation at threshold: 0.70 %
At 0.30 meV: radius 100.0 nm, height 13.4 nm, barrier 36.851 eV
At 0.50 meV: radius 60.0 nm, height 26.8 nm, barrier 4.502 eV
At 0.59 meV: radius 50.8 nm, height 41.6 nm, barrier 0.123 eV
Smallest active separation at 10 meV: 6.0 nm
Barrier at x = 0.8: formula 6.1313 eV, polygon 6.1313 eV
Unstable modes at x = 0.8: minor arc 0, major arc 1
Moving step at x = 0.9: loops 0, height 31.0 nm (arc formula 31.3 nm)
Moving step at x = 1.1: loops 2 (then stopped)
Barrier equals 1 kT at 1.3 % below threshold
Barrier equals 20 kT at 9.2 % below threshold
Sixfold anisotropy amplitude: 2.0 %
Stiffness range over beta: 0.30 to 1.70
Threshold change by anisotropy: 2.00 %
Weak-strain test, length 0.05 nm, cutoff 2.0 nm: rise 0.393 %, formula 0.391 %
Rough shear modulus: 100 GPa
Rough Burgers vector: 0.52 nm, layer height: 0.26 nm
Strain length: 1.85 nm, cutoff: 1.85 nm
Estimated threshold rise by bulk strain: 15 %
```
